# Electrode screening, depolarising field and critical thickness of a ferroelectric film

Q: A ferroelectric film sits between two metal plates joined by a wire. The voltage is zero, so the field in the film is zero. Where should a depolarising field come from?

A: The wire equalises the potentials deep inside the two metals. It does not fix the potential at the metal surfaces. The charge that screens the polarisation occupies a layer of finite depth, and the potential changes across that layer. The film must carry the opposite change if the total is to vanish.

Take a film of thickness $d$ with uniform polarisation $P$ along $+z$, between identical electrodes. I use atomic units, with electron charge $-1$. Let $\phi$ be the potential measured from the deep interior of the metal. Where $\phi>0$, electron levels are lowered by $\phi$ at fixed chemical potential, so to linear order the electron density rises by $\rho_F\phi$, where $\rho_F$ is the density of states at the Fermi level per unit volume. The charge density is $-\rho_F\phi$. If the ion cores give the metal a permittivity $\varepsilon_e$, Poisson's equation reads

$$\varepsilon_e\phi''=4\pi\rho_F\phi\quad\Rightarrow\quad \phi''=\frac{\phi}{\lambda_{TF}^2},\qquad \lambda_{TF}^2=\frac{\varepsilon_e}{4\pi\rho_F}.$$

This is linear Thomas–Fermi screening. In the upper electrode the decaying solution is $\phi=\phi_R e^{-s/\lambda_{TF}}$, with $s$ the distance from the film. The field at the surface is $-\phi'=\phi_R/\lambda_{TF}$, so the displacement there is $D=\varepsilon_e\phi_R/(4\pi\lambda_{TF})$, where throughout $D$ denotes the Gaussian displacement divided by $4\pi$ (it has the units of $P$ and equals in magnitude the screening charge per area, which is $-D$ on the upper electrode and $+D$ on the lower), and

$$\phi_R=4\pi\lambda D,\qquad \lambda=\frac{\lambda_{TF}}{\varepsilon_e}.$$

In the lower electrode the potential decays towards $-z$, which reverses the sign: $\phi_L=-4\pi\lambda D$. The same $D$ appears at both surfaces because all free charge lies inside the metals and none in the film.

Q: A Thomas–Fermi length is often shorter than the distance between atoms. Why trust a continuum there?

A: As a microscopic theory of the interface it is doubtful. What follows for uniform $P$ uses just one property of the electrode, a potential drop proportional to $D$. One may read $\lambda$ as the parameter that measures this drop.

Q: Then give me the field in the film.

A: Split the film's response in two. $P$ is the switching polarisation, and everything else that responds linearly along $z$ goes into a background permittivity $\varepsilon_b$:

$$D=P+\frac{\varepsilon_b E}{4\pi}.$$

The uniform field is minus the potential gradient, $E=-(\phi_R-\phi_L)/d$. Hence

$$Ed=-8\pi\lambda D=-8\pi\lambda P-2\lambda\varepsilon_b E.$$

Collecting the terms in $E$ gives

$$E=-NP,\qquad N=\frac{8\pi\lambda}{d+2\lambda\varepsilon_b}.$$

The minus sign says that the field opposes the polarisation. Putting $E$ back into $D$,

$$D=P\left(1-\frac{2\lambda\varepsilon_b}{d+2\lambda\varepsilon_b}\right)=\frac{Pd}{d+2\lambda\varepsilon_b}.$$

For a thick film, or for $\lambda\to0$, $N$ vanishes and your expectation of zero field is recovered. For $d\to0$, $N\to4\pi/\varepsilon_b$ and $D\to0$, as if the electrodes were absent.

Q: You linearised the metal. A strongly polarised film may induce a large surface potential.

A: Let the exact surface potential be $f(D)$ at the upper electrode. The lower one is identical but sees $D$ entering from the other side, so its potential is $f(-D)$. The film feels the difference $f(D)-f(-D)$, which is odd in $D$. Quadratic corrections cancel, and the first surviving correction is cubic. It can change the size of a finite polarisation, but not a threshold at which $P$ goes to zero continuously. It acts as a shift of the quartic coefficient introduced below, so this presumes that the shifted coefficient stays positive.

Q: A field opposing $P$ need not destroy it. What decides?

A: The energy. I use Landau theory, a mean-field description, for a uniaxial film held at fixed strain, with no built-in bias and no separate surface term. The bulk law is

$$aP+bP^3=E,\qquad a=\frac{4\pi(T-T_0)}{C},\qquad b>0.$$

Here $T$, $T_0$ and $C$ are energies, with Boltzmann's constant absorbed. $T_0$ is the Curie point at $E=0$. Above it, a weak field gives $4\pi P/E=C/(T-T_0)$, so $C$ is the Curie constant.

To the Landau energy we add the electrostatic energy per area. The film contributes

$$W_f=\frac{d\,\varepsilon_bE^2}{8\pi}=\frac{8\pi\lambda^2\varepsilon_b\,d\,P^2}{(d+2\lambda\varepsilon_b)^2}.$$

Each electrode stores field energy $\varepsilon_e\phi'^2/8\pi$ and kinetic energy $\rho_F\phi^2/2$ per volume. The latter is the cost $(\delta n)^2/2\rho_F$ of a density change $\delta n=\rho_F\phi$; the term linear in $\delta n$ cancels between the electrodes, since electrons are merely moved from one to the other. Because $\phi'^2=\phi^2/\lambda_{TF}^2$ and $\rho_F=\varepsilon_e/(4\pi\lambda_{TF}^2)$, the two densities are equal. Their sum is $\varepsilon_e\phi^2/(4\pi\lambda_{TF}^2)$, and integrating $e^{-2s/\lambda_{TF}}$ supplies a factor $\lambda_{TF}/2$:

$$\frac{\varepsilon_e\phi_R^2}{8\pi\lambda_{TF}}=\frac{(4\pi\lambda D)^2}{8\pi\lambda}=2\pi\lambda D^2.$$

Two electrodes give $W_m=4\pi\lambda D^2=4\pi\lambda d^2P^2/(d+2\lambda\varepsilon_b)^2$. The wire does no work at zero voltage, so the total is

$$W_f+W_m=\frac{4\pi\lambda d\,(2\lambda\varepsilon_b+d)P^2}{(d+2\lambda\varepsilon_b)^2}=\frac{d\,NP^2}{2}.$$

The energy per volume is therefore

$$\frac{F}{d}=\frac{a+N}{2}P^2+\frac b4P^4.$$

Its derivative vanishes when $aP+bP^3=-NP$, which is the bulk law with the depolarising field inserted. The two routes agree.

Q: You have assumed that $P$ is the same at every height. Could the film not lower its energy with a profile in $z$?

A: Write $P(z)=\bar P+p(z)$, where $p$ has zero mean. With no variation in the plane, $D$ is independent of $z$, so $p$ creates a local field $-4\pi p/\varepsilon_b$. This field has zero mean and leaves the short-circuit condition unchanged. Its energy density is $\varepsilon_b(4\pi p/\varepsilon_b)^2/8\pi=2\pi p^2/\varepsilon_b$, and the cross term with the mean field integrates to zero. Since $\int p^2dz=\int P^2dz-d\bar P^2$, the total energy per area, apart from a non-negative gradient energy, is

$$\int_0^d\left[\frac12\left(a+\frac{4\pi}{\varepsilon_b}\right)P^2+\frac b4P^4\right]dz-\frac d2\left(\frac{4\pi}{\varepsilon_b}-N\right)\bar P^2.$$

If $a+4\pi/\varepsilon_b>0$, the bracket is a convex function of $P$. At given mean $\bar P$ its integral is then smallest for uniform $P$. So below $T_0$ uniformity along $z$ is justified for $|a|<4\pi/\varepsilon_b$, that is, for $T_0-T<C/\varepsilon_b$. This argument says nothing yet about variations in the plane.

Q: Accepted for now. What happens to the Curie point?

A: Setting the derivative of $F$ to zero gives $P=0$ or

$$P^2=-\frac{a+N}{b}.$$

The second solution needs $a+N<0$. There the curvature of $F/d$ is $a+N+3bP^2=-2(a+N)>0$, a minimum, while $P=0$ has curvature $a+N<0$, a maximum. At fixed thickness the change occurs where $a+N=0$:

$$\frac{4\pi(T_c-T_0)}{C}=-\frac{8\pi\lambda}{d+2\lambda\varepsilon_b}
\quad\Rightarrow\quad
T_c(d)=T_0-\frac{2\lambda C}{d+2\lambda\varepsilon_b}.$$

The depolarising energy has the same form, $P^2$ times a constant, as the thermal term of the Landau energy. It therefore acts like a rise in temperature. For $d\gg2\lambda\varepsilon_b$ the shift falls as $1/d$.

Q: And if I fix the temperature and thin the film?

A: Take $T<T_0$, so that $a=-|a|$. The condition is now $N=|a|$:

$$d_c=\frac{8\pi\lambda}{|a|}-2\lambda\varepsilon_b
=2\lambda\left[\frac{C}{T_0-T}-\varepsilon_b\right].$$

Since $N$ grows as $d$ shrinks, $a+N>0$ for $d<d_c$, and $P=0$ is then the sole uniform stationary state. The monodomain polar state does not merely lose stability below $d_c$; it ceases to exist. As $T\to T_0$ from below, $d_c$ diverges, because an arbitrarily weak depolarising field then suffices.

Q: The bracket can become negative. What is a negative critical thickness?

A: It means that there is none. $N$ never exceeds $4\pi/\varepsilon_b$, its open-circuit value. If $|a|>4\pi/\varepsilon_b$, or $T_0-T>C/\varepsilon_b$, then $a+N<0$ at every thickness and a uniform polar solution survives even without screening. In that regime the convexity argument fails, so I do not claim that the uniform solution is the best profile.

The sign of $b$ matters too. For $b<0$, add a stabilising term $cP^6/6$ to $F/d$. At $a+N=0$ the energy is $-|b|P^4/4+cP^6/6$, which has a minimum of negative energy at $P^2=|b|/c$. By continuity this polar minimum persists for slightly positive $a+N$, hence somewhat below $d_c$. The formulas for $T_c$ and $d_c$ as limits of the polar state belong to the continuous transition, $b>0$.

Q: Put numbers in. I want to see whether the effect is large.

A: I take round model parameters, not those of a particular material: $T_0=0.060$ eV, $T=0.025$ eV, $C=10$ eV, $\varepsilon_b=10$, $\lambda_{TF}=0.60$ Å, $\varepsilon_e=4$ and $b=1600$ eV Å$^5$/e$^4$. With charges in $e$, lengths in Å and energies in eV, the factor $4\pi$ becomes $e^2/\epsilon_0=180.95$ eV Å. Then $\lambda=0.60/4=0.15$ Å and

$$a=-180.95\times\frac{0.035}{10}=-0.633\ \text{eV Å}/e^2.$$

For $d=200$ Å, $d+2\lambda\varepsilon_b=203$ Å, so

$$N=\frac{2\times180.95\times0.15}{203}=0.267\ \text{eV Å}/e^2,$$

$$P=\sqrt{\frac{0.633-0.267}{1600}}=0.0151\ e/\text{Å}^2.$$

The bulk value is $\sqrt{0.633/1600}=0.0199\ e/$Å$^2$, so the film has lost about a quarter of its polarisation. The field is $E=-0.267\times0.0151=-0.0040$ V/Å, which puts $-0.81$ V across the film. Each electrode drops $180.95\times0.15\times0.0149=0.40$ V, and the three contributions sum to zero.

Most of the electrostatic energy is in the metals: $6.03\times10^{-3}$ eV/Å$^2$, against $0.09\times10^{-3}$ in the film's background field. This follows from the expressions above, whose ratio is $W_m/W_f=d/(2\lambda\varepsilon_b)=200/3$.

The Curie point and the critical thickness are

$$T_c=0.060-\frac{0.30\times10}{203}=0.0452\ \text{eV}\;(525\ \text{K}),$$

$$d_c=0.30\left(\frac{10}{0.035}-10\right)=82.7\ \text{Å}\;(8.27\ \text{nm}).$$

A screening length well below one ångström thus produces a critical thickness of many atomic layers. The lever is the large ratio $C/(T_0-T)\approx286$. If the linear law for $a$ is continued to $T=0$, the critical thickness there is 47 Å; in this model a thinner film has no monodomain polar state at any temperature.

Q: With 0.40 V at each metal surface, was linear screening good enough?

A: Take a parabolic band, whose density of states grows as the square root of energy, with a Fermi energy of 5 eV and with $\rho_F$ fixed at the value $0.061$ eV$^{-1}$ Å$^{-3}$ implied by $\lambda_{TF}=0.60$ Å and $\varepsilon_e=4$; this corresponds to an effective mass of about 2.5 electron masses. Then the nonlinear drop differs from the linear one by $-0.66\%$ where electrons accumulate and by $+0.69\%$ where they are depleted. The sum differs from its linear value by $0.02\%$. These errors are evaluated at the $D$ found above, and they show the cancellation argued from symmetry.

Q: Now I return to variations in the plane. Just above $d_c$ your state is a minimum against uniform changes. Is it stable against domains?

A: Not necessarily. Add a small modulation $\delta P\cos kx$, uniform in $z$. Let the film have in-plane permittivity $\varepsilon_x$, and let gradients cost $g|\nabla P|^2/2$ per volume, with $g>0$. Measure $z$ from the midplane. The modulation puts bound charge on the two surfaces but none inside, so in the film $\varepsilon_x\partial_x^2\phi+\varepsilon_b\partial_z^2\phi=0$. The surface charges are opposite, which selects the odd solution

$$\phi=A\sinh(\kappa z)\cos kx,\qquad \kappa^2=\frac{k^2\varepsilon_x}{\varepsilon_b}.$$

In the metal, $\partial_z^2\phi=(k^2+\lambda_{TF}^{-2})\phi\equiv q^2\phi$, so the potential decays as $e^{-qs}$. Let $\phi_s=A\sinh(\kappa d/2)$ be the amplitude at the upper surface. Continuity of the normal displacement there reads

$$\delta P-\frac{\varepsilon_b\kappa\coth(\kappa d/2)}{4\pi}\phi_s=\frac{\varepsilon_e q}{4\pi}\phi_s.$$

The field averaged over the thickness has amplitude $-2\phi_s/d$. Solving for $\phi_s$ and writing this amplitude as $-N(k)\delta P$,

$$N(k)=\frac{8\pi/d}{\varepsilon_eq+\varepsilon_b\kappa\coth(\kappa d/2)}.$$

For $k\to0$, $\varepsilon_eq\to1/\lambda$ and $\kappa\coth(\kappa d/2)\to2/d$, which restores $N(0)=N$. Both terms in the denominator grow with $k$, so $N(k)$ falls: field lines can close between neighbouring regions of opposite $\delta P$.

Expand the energy to second order about the monodomain value $P$. The term linear in $\delta P$ averages to zero over $x$. The quadratic one is $\delta P^2/4$ per volume times the stiffness

$$K=a+3bP^2+N(k)+gk^2=2|a|-3N(0)+N(k)+gk^2,$$

where I used $bP^2=|a|-N(0)$. At $d_c$, where $N(0)=|a|$, this becomes

$$K=N(k)-N(0)+gk^2.$$

For small $k$, $N(k)$ falls below $N(0)$ by an amount proportional to $k^2$. If $g$ is less than the coefficient of that fall, $K$ is negative for some $k$. By continuity it remains negative for some range of $d$ above $d_c$: the monodomain state exists there but is unstable against domains.

Q: Then $d_c$ is not the stability limit. Can you give a thickness that is safe?

A: Yes, for small perturbations. For an arbitrary $\delta P(\mathbf r)$ the second variation has three parts. The electrostatic part is a sum of squares, as the energies above show, and the gradient part is also non-negative. The local part has coefficient $a+3bP^2=2|a|-3N(0)$. It suffices that this is not negative. Even when it is zero, a perturbation that avoids gradient energy is uniform, and a uniform one costs electrostatic energy. The condition $N(0)\le2|a|/3$ gives

$$d\ge d_{\rm suf}=\frac{12\pi\lambda}{|a|}-2\lambda\varepsilon_b=2\lambda\left[\frac{3C}{2(T_0-T)}-\varepsilon_b\right].$$

The limit of local stability lies between $d_c$ and $d_{\rm suf}$, whatever the values of $g$ and $\varepsilon_x$. Local stability does not exclude a domain state of lower energy at a finite distance.

Q: Where does the limit fall in your example?

A: With $\varepsilon_x=50$ and $g=10$ eV Å$^3/e^2$, the instability is present. Modulations uniform in $z$, whose stiffness is the $K$ above, destabilise the monodomain state up to 86 Å. That is a lower bound on the limit, since the true softest modulation may vary with $z$. Diagonalising the second variation with that freedom gives a lowest stiffness at $d_c$ of $-0.24$ eV Å$/e^2$, at $k=0.12$ Å$^{-1}$, and a limit of 99 Å, between $d_c=83$ Å and $d_{\rm suf}=126$ Å. The monodomain state of the 200 Å film is locally stable. That does not make it the state of lowest energy, and the numbers given above for this film describe the monodomain state only. When $g$ is raised to 400 eV Å$^3/e^2$, no negative stiffness is found at $d_c$ for the sampled $k$.

The same calculation shows that the nonpolar film becomes unstable to domains already above 51 Å. Between 51 and 83 Å this model film has no monodomain polar state, yet it does not stay nonpolar. So $d_c$ marks the thickness below which the monodomain solution ceases to exist. In this example that solution is already unstable below 99 Å, and polarisation in domains survives below $d_c$. The same caveat applies to $T_c(d)$, which is the same condition $a+N=0$ read at fixed $d$: it bounds the monodomain state, and where $K<0$ there, domains appear at a higher temperature.

Q: How do I know that these closed formulas describe the electrostatics you started from?

A: The numerical check solves Poisson's equation on a mesh with both electrodes included and minimises the resulting energy numerically. The critical thickness is located where the curvature of that energy at $P=0$ changes sign. For the parameters used here, the field, the shift of the Curie point and the critical thickness agree with the formulas to within 0.2%.

## Computed values

```
INPUTS (round model parameters)
bulk Curie point k_B T0            0.060 eV
working temperature k_B T          0.025 eV
Curie constant k_B C               10.0 eV
eps_b, eps_x, eps_e                10, 50, 4
Thomas-Fermi length                0.60 A
quartic coefficient b              1600 eV A^5/e^4
gradient coefficient g             10 eV A^3/e^2
film thickness d                   200 A
Fermi energy (nonlinear check)     5.0 eV
ELECTROSTATICS AND POLARISATION
4 pi in these units, e^2/eps0      180.951 eV A
effective screening length lambda  0.150 A
density of states rho_F            0.0614 1/(eV A^3)
Landau coefficient a(T)            -0.6333 eV A/e^2
depolarising coefficient N(d)      0.2674 eV A/e^2
open-circuit limit 4 pi/eps_b      18.095 eV A/e^2
bulk polarisation                  0.01990 e/A^2
film polarisation                  0.01512 e/A^2
depolarising field E               -0.004044 V/A
displacement D                     0.01490 e/A^2
potential drop per electrode       0.4044 V
potential across film, E d         -0.8088 V
film field energy per area         9.038e-05 eV/A^2
energy of both electrodes          6.025e-03 eV/A^2
total, d N P^2/2                   6.116e-03 eV/A^2
nonlinear change, accumulation     -0.656 %
nonlinear change, depletion        0.693 %
nonlinear change, sum of drops     0.0182 %
CURIE POINT AND CRITICAL THICKNESS
film Curie point, formula          0.04522 eV = 525 K
film Curie point, minimisation     0.04522 eV
shift of Curie point               -0.01478 eV
limit C/eps_b on T0-T              1.00 eV
critical thickness d_c, formula    82.71 A = 8.27 nm
critical thickness, numerical      82.71 A
critical thickness at T = 0        47.00 A
DOMAINS
softest k at d_c                   0.123 1/A
lowest stiffness at d_c            -0.2426 eV A/e^2
nonpolar film unstable above       51.2 A
monodomain limit, z-uniform trial  86.2 A
monodomain limit, full             99.3 A
softest k at the full limit        0.112 1/A
sufficient thickness d_suf         125.6 A
lowest stiffness of the film at d  0.6253 eV A/e^2
g that removes domains at d_c      400 eV A^3/e^2 (tested)
```
